\section*{Pseudo-arclength continuation of the S-shaped current-voltage curve of a threshold switch}

\section{Result and model}

An electrothermal threshold switch can have three steady currents at one voltage. For the film computed below, the curve turns back at a threshold of $7.24$ V and turns forward again at a hold voltage of $5.48$ V. A solver that steps in voltage stalls at the first point when sweeping up and at the second when sweeping down: just beyond either point there is no neighbouring state to find. Pseudo-arclength continuation treats voltage as one more unknown and passes both points, because its enlarged Jacobian stays invertible there.

The film has thickness $2a$, electrode gap $L$ and width $W_f$. Current flows along $L$. Heat leaves through the two film faces $x=\pm a$, held at $T_0$; electrodes and side edges pass no heat. The state is taken as uniform along $L$ and $W_f$, so the field is $E=V/L$ and
\begin{equation}
\kappa T''(x)+\sigma(T)E^2=0,\qquad T(\pm a)=T_0 .
\end{equation}
Conduction is ohmic and activated, with a limiting series resistivity:
\begin{equation}
\frac1{\sigma}=\frac1{\sigma_{\rm on}}+\Big(\frac1{\sigma_0}-\frac1{\sigma_{\rm on}}\Big)
\exp\Big[\frac{E_a}{k}\Big(\frac1T-\frac1{T_0}\Big)\Big].
\end{equation}
Field-dependent transport and phase change are left out. This limits the example: its threshold field is $14.5$ MV/m, where ideal Poole--Frenkel emission with a relative permittivity of 10 would lower the barrier by $0.091$ eV and raise the conductivity by a factor of about 34 at 300 K and about 22 at the threshold peak of 341 K. The voltages below therefore illustrate the model and do not predict those of a real film.

Let $\epsilon=kT_0/E_a$, $\Delta T=\epsilon T_0$, $s=\sigma_0/\sigma_{\rm on}<1$, $\theta=(T-T_0)/\Delta T$ and $\xi=x/a$. Since $T=T_0(1+\epsilon\theta)$, the exponent is
\[
-\frac{E_a}{k}\frac{T-T_0}{TT_0}=-\frac{E_a\Delta T}{kT_0^2}\frac{\theta}{1+\epsilon\theta}
=-\frac{\theta}{1+\epsilon\theta}.
\]
Thus $\sigma=\sigma_0 g(\theta)$, and dividing the heat balance by $\kappa\Delta T/a^2$ gives
\begin{equation}
\theta''+v^2g(\theta)=0,\qquad g=\frac1{s+(1-s)e^{-\theta/(1+\epsilon\theta)}},\qquad
v=\frac{V}{L}\,a\sqrt{\frac{\sigma_0}{\kappa\Delta T}} .
\label{ode}
\end{equation}
The function $g$ is positive and increasing. Because $\theta''<0$, a solution has one maximum; the equation is unchanged by reflection about it, so the two faces lie equally far from it and the maximum is at the centre. Half the film suffices: $\theta'(0)=0$, $\theta(1)=0$. The current is $I=W_f\int_{-a}^{a}\sigma E\,dx=I_u i$, with
\begin{equation}
i=v\int_0^1g\,d\xi,\qquad V_u=\frac La\sqrt{\frac{\kappa\Delta T}{\sigma_0}},\qquad
I_u=2aW_f\sigma_0\frac{V_u}{L},\qquad V=V_uv .
\end{equation}

\section{The whole curve by quadrature}

This model has a solution that uses no continuation and so gives an independent reference. Let $m=\theta(0)$ and $G(\theta)=\int_0^\theta g$. Multiplying (\ref{ode}) by $\theta'$ and integrating from the centre gives $\tfrac12\theta'^2=v^2[G(m)-G(\theta)]$. As $\theta$ falls outward, $\theta'=-v\sqrt{2[G(m)-G(\theta)]}$, and the half-width condition is
\[
v=\int_0^m\frac{d\theta}{\sqrt{2[G(m)-G(\theta)]}} .
\]
The endpoint singularity is removed by $\theta=m(1-q^2)$, $|d\theta|=2mq\,dq$. In the same way $G(m)-G(\theta)=mq^2\int_0^1g(m(1-q^2r))\,dr$. The factors $q$ cancel:
\begin{equation}
v(m)=\sqrt{2m}\int_0^1\frac{dq}{\sqrt{\int_0^1g\big(m(1-q^2r)\big)dr}} .
\label{vm}
\end{equation}
Integrating (\ref{ode}) over the half film gives $v^2\int_0^1g\,d\xi=-\theta'(1)=v\sqrt{2G(m)}$, so
\begin{equation}
i(m)=\sqrt{2G(m)},\qquad \frac{di}{dm}=\frac{g(m)}{i}>0 .
\end{equation}
Each $m>0$ therefore gives one state, the states form one smooth curve, and current rises along all of it. Voltage is a single-valued function of current; current is multivalued at every voltage that $v(m)$ takes more than once.

For small $m$, $g\to1$ and $v=i=\sqrt{2m}$: an ohmic resistor. For large $m$, $g$ approaches a constant close to $1/s$ and the film is again a resistor. An S needs a sufficiently steep rise of $g$ in between. If $s=1$, then $g=1$, $v=\sqrt{2m}$, and there is no turning point.

\section{Stability and the turning points}

With time in units of $a^2$ times heat capacity per volume over $\kappa$, a small perturbation that is uniform along $L$ and $W_f$ decays at fixed voltage as $e^{-\mu\tau}$, where
\begin{equation}
\mathcal L\psi\equiv-\psi''-v^2g'(\theta)\psi=\mu\psi,\qquad \psi'(0)=0,\quad\psi(1)=0 .
\end{equation}
At most one $\mu$ is non-positive. To show this, let $p=-\theta'$. Differentiating (\ref{ode}) gives $\mathcal Lp=0$, with $p(0)=0$ and $p>0$ on $(0,1]$. The second eigenfunction has one interior zero $\xi_0$; choose $\psi>0$ on $(\xi_0,1)$. Integration by parts gives
\[
\mu\int_{\xi_0}^1p\psi\,d\xi=\big[-p\psi'+\psi p'\big]_{\xi_0}^1
=-p(1)\psi'(1)+p(\xi_0)\psi'(\xi_0)>0 ,
\]
so the second eigenvalue is positive, as are all higher ones. The same identity with $\xi_0=0$ shows that perturbations odd about the centre also decay.

Now differentiate (\ref{ode}) with respect to $m$, writing $\theta_m=\partial\theta/\partial m$ and $v_m=dv/dm$. The result is $\mathcal L\theta_m=2vv_mg$. Projection on the positive lowest mode $\varphi$ gives
\begin{equation}
\mu_1\int_0^1\varphi\,\theta_m\,d\xi=2v\,v_m\int_0^1g\varphi\,d\xi .
\end{equation}
If $\mu_1=0$, then $v_m=0$. Conversely, if $v_m=0$, then $\theta_m$ is a non-zero null vector and $\mu_1=0$. Near such a point $\theta_m\approx\varphi$, the left integral is positive, and $\mu_1$ has the sign of $v_m$. The low-current (OFF) and high-current (ON) branches are thus stable at fixed voltage, and the middle branch has one growing mode.

\section{Discrete equations and why voltage stepping fails}

Take $\xi_j=jh$, $h=1/N$, $j=0,\dots,N-1$, with $\theta_N=0$. At the centre the mirror condition $\theta_{-1}=\theta_1$ gives $2(\theta_1-\theta_0)/h^2+v^2g_0=0$. Multiplying this row by $-\tfrac12$ and the others by $-1$ makes the system symmetric:
\begin{equation}
F(\theta,v)=K\theta-v^2Wg(\theta)=0,\quad J=F_\theta=K-v^2W\,\mathrm{diag}(g'),\quad F_v=-2vWg .
\end{equation}
Here $W=\mathrm{diag}(w_j)$, $w_0=\tfrac12$, other $w_j=1$, and $K$ is tridiagonal with diagonal $2w_j/h^2$ and off-diagonal $-1/h^2$. The decay rates solve $J\phi=\mu W\phi$.

At a turning point, or fold, $(\theta_f,v_f)$, let $J\phi=0$ with $\phi_0=1$. The vector $\phi$ is positive, so $\phi^TF_v=-2v_f\sum wg\phi\ne0$. Put $\theta=\theta_f+\alpha\phi+O(\alpha^2)$ and project $F=0$ on $\phi$. The unknown second-order part of $\theta$ drops out because $\phi^TJ=0$, leaving
\[
-2v_f\,\delta v\sum wg\phi-\tfrac12\alpha^2v_f^2\sum wg''\phi^3=0 .
\]
Hence, to leading order,
\begin{equation}
v-v_f=\tfrac12c\,\alpha^2,\qquad
c=-\frac{v_f}{2}\,\frac{\sum wg''\phi^3}{\sum wg\phi} .
\label{fold}
\end{equation}
At threshold $c<0$: for $v>v_f$ no real $\alpha$ exists. At hold $c>0$, and the roots vanish for $v<v_f$. This is the failure of voltage continuation. It is a missing solution, which no reduction of the voltage step can supply.

The approach is also ill-conditioned. To first order the change of $J$ is $-\alpha v_f^2W\mathrm{diag}(g''\phi)$, so
\begin{equation}
\mu_1=-\alpha v_f^2\frac{\sum wg''\phi^3}{\sum w\phi^2},\qquad
|\alpha|=\sqrt{\frac{2|v-v_f|}{|c|}} .
\label{mu}
\end{equation}
The lowest eigenvalue vanishes as the square root of the distance in voltage, while $d\alpha/dv=1/(c\alpha)$, and with it $dI/dV$, diverges.

\section{The arclength scheme}

Let $z=(\theta,v)$ and define $\langle z,z'\rangle=h\sum w_j\theta_j\theta'_j+vv'$. From a point $z$ with unit tangent $t$, solve
\begin{equation}
F(z_{\rm new})=0,\qquad \langle t,z_{\rm new}-z\rangle=\Delta s .
\end{equation}
Newton's method and the next tangent use the same bordered matrix,
\begin{equation}
B=\begin{pmatrix}J&F_v\\ h\,t_\theta^TW&t_v\end{pmatrix},\qquad
B\,\tilde t=\begin{pmatrix}0\\1\end{pmatrix},\qquad
t_{\rm new}=\frac{\tilde t}{\sqrt{\langle\tilde t,\tilde t\rangle}} .
\end{equation}
The last row says $\langle t,\tilde t\rangle=1>0$, so the direction of travel is kept.

To see that $B$ is regular at a fold, take $t$ to be the tangent there, which is proportional to $(\phi,0)$, and suppose $Jy+F_vb=0$ and $\langle t,(y,b)\rangle=0$. Projecting the first equation on $\phi$ gives $b\,\phi^TF_v=0$, so $b=0$. Then $y$ is a multiple of $\phi$, and the second equation makes that multiple zero. Away from folds $J$ is invertible, the null space of $(J\;F_v)$ is the tangent line, and $B$ is regular unless $t$ is orthogonal to that line. With the previous tangent as $t$, a short enough step avoids this.

\begin{verbatim}
z = (0, 0);  t = (0, 1);  choose ds
repeat
    y = z + ds*t                        # predictor
    repeat                              # corrector
        solve B(y,t) d = -( F(y), <t,y-z> - ds )
        y = y + d
    until max|d| < tol, or failure
    if failure: ds = ds/2; retry from z
    solve B(y,t) u = (0,1);  t_new = u/|u|
    if t_new.v * t.v < 0:
        find ds* in (0,ds) where the tangent
        at the corrected point has v-part zero
        store that point as a fold
    z = y;  t = t_new
    if few Newton iterations: enlarge ds, up to ds_max
until two folds are passed and v exceeds the target
\end{verbatim}

The start is exact: at $v=0$, $F_v=0$ and $J=K$, so the tangent is $(0,1)$. Treat any iterate that approaches $\theta=-1/\epsilon$, which is zero absolute temperature, as a failure.

\paragraph{Cost.} A dense solve costs $O(N^3)$ per iteration and is adequate for a few hundred points. For large $N$, factor the whole sparse matrix $B$ with pivoting; a tridiagonal matrix with one border needs $O(N)$ work. Eliminating through $J^{-1}F$ and $J^{-1}F_v$ is also $O(N)$, but near a fold both vectors grow as $1/\mu_1$ along $\phi$ and their difference loses digits.

\section{Worked example}

The round parameters are $T_0=300$ K, $E_a=0.3$ eV, $\kappa=0.2$ W/(m\,K), $\sigma_0=10$ S/m, $\sigma_{\rm on}=500$ S/m, $a=50$ nm, $L=500$ nm and $W_f=100$ nm. They give $\epsilon=0.0862$, $s=0.02$, $\Delta T=25.85$ K and
\[
V_u=\frac{500}{50}\sqrt{\frac{0.2\times25.852}{10}}\ \mathrm{V}=7.19\ \mathrm{V},\qquad
I_u=10^{-14}\times10\times\frac{7.1905}{5\times10^{-7}}\ \mathrm{A}=1.438\ \mu\mathrm{A}.
\]
A scan of (\ref{vm}), over a range that includes the traced curve, finds two turning points:
\begin{center}
\begin{tabular}{lcccc}
 & $v_f$ & $V$ (V) & $I$ ($\mu$A) & peak $T$ (K)\\
threshold & 1.00698 & 7.241 & 3.80 & 341\\
hold & 0.76159 & 5.476 & 24.01 & 517
\end{tabular}
\end{center}
For instance, $1.00698\times7.1905=7.241$ V, and the threshold peak is $300+1.597\times25.85=341$ K.

The trace took 59 steps and 149 Newton iterations, about 2.5 per step, not counting fold refinement. With 200 intervals it departs from the quadrature curve by at most $2.5\times10^{-6}$ in voltage and $4.9\times10^{-6}$ in current, relative to the quadrature values. Going from 100 to 200 intervals divides the error of each fold voltage by $4.00$, as a second-order scheme should.

The curvature (\ref{fold}) is $c=-0.1423$ at threshold and $0.0071$ at hold, in agreement with second differences of $v(m)$. At relative distances $10^{-4}$ and $10^{-6}$ from threshold, $\mu_1=0.0426$ and $0.00427$: a hundredfold approach lowers it tenfold, as (\ref{mu}) requires. At both folds $|\mu_1|$ is about $10^{-11}$ or less, while the smallest singular value of $B$, scaled so that the inner product is Euclidean, is $1.000$. One singular value must equal 1 there: $B$ maps the tangent to $(0,1)$ and maps every vector orthogonal to it into the complement of $(0,1)$. The computation shows that no other is smaller.

At $6.36$ V the three states carry $1.91$, $9.33$ and $46.8\ \mu$A. Newton's method at fixed voltage converges to each of them, including the unstable one, when started from a nearby traced point. The obstacle is therefore the fold, not the middle branch itself.

Voltage stepping with repeated halving, accepting nearby solutions alone, stalls at $7.2407$ V going up and at $5.4762$ V going down, on the traced folds. Without the nearness condition, Newton's method started from a fold state is unreliable. At $2\%$ above threshold its iterates wander. The run reported here ends in failure, which the program declares after 50 iterations or when an iterate is non-finite or has $\theta<-5$; with another discretization the same start can reach the ON state. At $2\%$ below hold the run converges, but to the OFF state with a peak of $310$ K. A converged iteration is thus no proof that the branch has been followed.

Evolving the heat equation in time from the same fold states leads to $61.1\ \mu$A above threshold and $1.37\ \mu$A below hold. These jumps are the hysteresis of the model under an ideal voltage source, with no series resistance; the middle branch is skipped in both directions. A series load changes the switching points and the landing currents.

The ends of the curve show the two resistive limits. The cold film has $V_u/I_u=5.0$ M$\Omega$. At $8.005$ V and $68.7\ \mu$A the resistance is $116$ k$\Omega$, above the limit of about $0.02\times5.0$ M$\Omega=100$ k$\Omega$ because the material near the cooled faces conducts less. The peak there is $1070$ K, where a real film may melt or crystallize; that end of the curve belongs to the model.

\section{Failure modes}

\paragraph{Steps that are too long.} The corrector may land on a distant part of the curve, and two folds inside one step leave the sign of $t_v$ unchanged. Limit $\Delta s$ and repeat the trace with a smaller limit. If $\theta$ and $v$ differ greatly in size, put a weight in the inner product; the regularity argument holds for any positive weight.

\paragraph{Wide films.} A perturbation varying across the width as $\cos(n\pi y/W_f)$, which fits insulated side edges, adds $(n\pi a/W_f)^2$ to each decay rate. For $W_f=2a$ and $n=1$ this is $\pi^2/4=2.47$, larger than the strongest growth rate on the middle branch. A fine scan of that branch puts this rate at $1.352$, near $6.21$ V; the coarsely sampled output table shows only $1.198$. A wider film is different. Once
\[
W_f\ge\frac{\pi a}{\sqrt{1.352}}\approx135\ \mathrm{nm},
\]
$\mu_1$ passes through $-(\pi a/W_f)^2$ on the middle branch, since it varies continuously from zero at the fold to $-1.352$. There a non-uniform mode becomes neutral. Its cosine is orthogonal to the uniform $F_v$, so in a discretization that resolves the width $(J\;F_v)$ loses rank and $B$ is singular. This is a branch point, the onset of a current filament, and it needs branch switching in addition to the scheme above.

\paragraph{Current as the parameter.} Since $i$ rises along the whole curve, prescribing current and solving for $v$ would also pass both folds in this model. Arclength does not need that monotonicity to be known in advance.

The sampled curve and the remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
T0 300 K, Ea 0.3 eV, kappa 0.2 W/(m K)
sigma0 10 S/m, sigma_on 500 S/m
a 50 nm, L 500 nm, W 100 nm
epsilon 0.08617, s 0.020, Delta T 25.852 K
voltage unit 7.1905 V, current unit 1.4381 uA
turning points found in quadrature scan: 2
threshold: V 7.2407 V, I 3.797 uA, T_peak 341.3 K
  scaled: m 1.5967, v quadrature 1.006980, v traced 1.006979
  error ratio, 100 to 200 intervals: 4.000
  curvature: formula -0.14227, quadrature -0.14228
  |mu| at fold 5.4e-12, bordered s_min 1.000
  mu at relative distance 1e-04: 0.04259, law 0.04269
  mu at relative distance 1e-06: 0.00427, law 0.00427
hold: V 5.4762 V, I 24.012 uA, T_peak 517.0 K
  scaled: m 8.3954, v quadrature 0.761587, v traced 0.761585
  error ratio, 100 to 200 intervals: 4.000
  curvature: formula 0.00711, quadrature 0.00711
  |mu| at fold 1.0e-11, bordered s_min 1.000
  mu at relative distance 1e-04: 0.05490, law 0.05489
  mu at relative distance 1e-06: 0.00549, law 0.00549
arclength steps 59, Newton iterations 149
largest deviation from quadrature: v 2.5e-06, i 4.9e-06
traced curve: V (V), I (uA), T_peak (K), lowest mu, folds passed
  0.360     0.072   300.0    2.465 0
  4.529     1.058   306.2    2.011 0
  7.052     5.437   360.3   -0.700 1
  5.848    13.699   434.8   -1.198 1
  5.501    21.052   493.0   -0.364 1
  5.546    29.506   564.2    0.607 2
  5.746    35.475   620.5    1.130 2
  6.075    42.101   690.7    1.552 2
  6.363    46.872   746.8    1.772 2
  6.731    52.319   816.9    1.956 2
  7.024    56.343   873.1    2.058 2
  7.383    61.036   943.4    2.150 2
  7.663    64.563   999.7    2.203 2
  8.005    68.735  1070.1    2.253 2
three states at 6.3585 V: I (uA), T_peak (K)
  1.914 316.7
  9.327 398.2
  46.798 745.9
voltage sweep up stalls at 7.24072 V, traced fold 7.24073 V
voltage sweep down stalls at 5.47621 V, traced fold 5.47621 V
2% above threshold, 7.3855 V: plain Newton gives no solution
  time evolution ends at I 61.071 uA, T_peak 943.9 K
2% below hold, 5.3667 V: plain Newton gives T_peak 309.7 K
  time evolution ends at I 1.366 uA, T_peak 309.7 K
SI check of hold state: face 300.0000 K, I 24.012 uA
\end{verbatim}
